# The Tauc-Lorentz Dielectric Function, Its Closed-Form Real Part and f-Sum

## What symmetry and dimensions fix

Let \(E=\hbar\omega\) be the photon energy and let fields vary as \(e^{-i\omega t}\), so that absorption means \(\varepsilon_2>0\) in \(\varepsilon=\varepsilon_1+i\varepsilon_2\). A real field must produce a real polarization. This requires \(\varepsilon(-E)=\varepsilon^*(E)\): \(\varepsilon_1\) is even in \(E\) and \(\varepsilon_2\) is odd.

The model has an amplitude \(A\), a resonance energy \(E_0\), a width \(C\) and a gap \(E_g\), all energies, and a dimensionless constant \(\varepsilon_\infty\). The strength enters linearly through \(K=AE_0C\), an energy cubed. Both \(\varepsilon_2\) and \(\varepsilon_1-\varepsilon_\infty\) are therefore \(K\) times a function of dimension energy\(^{-3}\). If \(\varepsilon_2\) ends in a power law whose coefficient is \(K\) times a pure number, that law must be proportional to \(K/E^3\). A term in \(1/E^2\) in the even function \(\varepsilon_1\) needs a coefficient of dimension energy squared, which will turn out to be set by the f-sum

\[
S=\int_0^\infty E\,\varepsilon_2(E)\,dE .
\]

## Simple case: no gap

A damped oscillator has the response

\[
\varepsilon-\varepsilon_\infty=\frac{AE_0}{E_0^2-E^2-iCE}.
\]

Multiplying numerator and denominator by the conjugate of the denominator gives

\[
\varepsilon_1-\varepsilon_\infty=\frac{AE_0(E_0^2-E^2)}{D(E)},\qquad
\varepsilon_2=\frac{KE}{D(E)},
\]

\[
D(x)=(x^2-E_0^2)^2+C^2x^2 .
\]

This \(\varepsilon_2\) absorbs at every positive energy, however small. A semiconductor model needs an edge.

## Adding the edge

Suppose that the valence and conduction densities of states rise as square roots from their edges, that crystal momentum is not conserved, as in a disordered solid, and that the momentum matrix element is constant. With \(\Delta=E-E_g>0\), the number of pairs of states separated by \(E\) is proportional to

\[
\int_0^\Delta\sqrt{y(\Delta-y)}\,dy=\frac{\pi\Delta^2}{8},
\]

which is the area of a half disc of radius \(\Delta/2\).

The transition rate is proportional to this number times the squared vector potential \(A_0^2\). The absorbed power is the rate times \(\hbar\omega\), and it also equals \(\tfrac12\varepsilon_0\varepsilon_2\omega(\omega A_0)^2\). Equating the two gives \(\varepsilon_2\propto\Delta^2/E^2\), the Tauc edge. By itself it tends to a constant at high energy, so its f-sum diverges.

The Tauc-Lorentz model multiplies this edge by the Lorentz line \(KE/D\):

\[
\varepsilon_2(E)=\frac{K(E-E_g)^2}{E\,D(E)}\quad(E>E_g),
\]

with \(\varepsilon_2=0\) for \(0\le E\le E_g\) and odd continuation to negative \(E\). The product is an ansatz: the band argument supports the edge, not the multiplication. I take \(E_g>0\), \(K>0\) and \(0<C<2E_0\).

## The causal partner

Let \(\chi=\varepsilon-\varepsilon_\infty\). Causality makes \(\chi\) analytic in the upper half plane, and it vanishes at infinity. Integrate \(\chi(x)/(x-E)\) along the real axis, passing above the pole on a small half circle, and close the contour in the upper half plane. The half circle contributes \(-i\pi\chi(E)\), and the total is zero, so

\[
\chi(E)=\frac{1}{i\pi}\,P\!\int_{-\infty}^{\infty}\frac{\chi(x)}{x-E}\,dx .
\]

Take the real part and fold the negative axis onto the positive one, using the oddness of \(\varepsilon_2\) and \(1/(x-E)+1/(x+E)=2x/(x^2-E^2)\):

\[
\varepsilon_1(E)-\varepsilon_\infty=\frac2\pi P\!\int_0^\infty\frac{x\,\varepsilon_2(x)}{x^2-E^2}\,dx
=\frac{2K}{\pi}I(E),
\]

\[
I(E)=P\!\int_{E_g}^{\infty}\frac{(x-E_g)^2}{D(x)(x^2-E^2)}\,dx .
\]

This integral defines the model's \(\varepsilon_1\). Cutting off \(\varepsilon_2\) below the gap changes \(\varepsilon_1\) above the gap as well as below it, so the Lorentz \(\varepsilon_1\) cannot be kept.

## Separating the pole

Define \(\gamma^2=E_0^2-C^2/2\). Then \(D(x)=x^4-2\gamma^2x^2+E_0^4\), and

\[
D(x)-D(E)=(x^2-E^2)(x^2+E^2-2\gamma^2).
\]

Split \((x-E_g)^2=(x^2+E_g^2)-2E_gx\). For \(E\ne E_g\) each part gives a convergent principal-value integral. At \(E=E_g\) the parts diverge separately but their sum does not, and its value follows by continuity. Let the moments be

\[
J_n=\int_{E_g}^{\infty}\frac{x^n}{D(x)}\,dx,\qquad n=0,1,2 .
\]

**Even part.** Adding and subtracting \((E^2+E_g^2)D(E)\) gives

\[
\begin{aligned}
&(x^2+E_g^2)D(E)-(E^2+E_g^2)D(x)\\
&=(x^2-E^2)D(E)-(E^2+E_g^2)[D(x)-D(E)]\\
&=(x^2-E^2)\left[D(E)-(E^2+E_g^2)(x^2+E^2-2\gamma^2)\right].
\end{aligned}
\]

Division by \(D(E)D(x)(x^2-E^2)\) yields

\[
\begin{aligned}
\frac{x^2+E_g^2}{D(x)(x^2-E^2)}=\frac1{D(E)}\Big[&\frac{E^2+E_g^2}{x^2-E^2}\\
&+\frac{-(E^2+E_g^2)x^2+B}{D(x)}\Big],
\end{aligned}
\]

where the part without \(x^2\) is

\[
B=D(E)-(E^2+E_g^2)(E^2-2\gamma^2)=E_0^4+E_g^2(2\gamma^2-E^2).
\]

The antiderivative of \(1/(x^2-E^2)\) is \((2E)^{-1}\ln|(x-E)/(x+E)|\), which vanishes at infinity. The even part therefore contributes to \(D(E)I(E)\)

\[
\frac{E^2+E_g^2}{2E}\ln\frac{E+E_g}{|E-E_g|}-(E^2+E_g^2)J_2+BJ_0 .
\]

**Odd part.** The same identity for \(D(x)-D(E)\) gives

\[
\frac{x\,D(E)}{D(x)(x^2-E^2)}=\frac{x}{x^2-E^2}-\frac{x(x^2-\gamma^2)}{D(x)}-\frac{x(E^2-\gamma^2)}{D(x)} .
\]

Since \(D'(x)=4x(x^2-\gamma^2)\), the first two terms have the antiderivative \(\tfrac12\ln|x^2-E^2|-\tfrac14\ln D(x)\). The two logarithms cancel at infinity. Evaluating at \(E_g\) and multiplying by \(-2E_g\) gives the contribution

\[
E_g\ln|E^2-E_g^2|-\frac{E_g}{2}\ln D(E_g)+2E_g(E^2-\gamma^2)J_1 .
\]

**Joining the logarithms.** The coefficient of \(\ln(E+E_g)\) is \((E^2+E_g^2)/(2E)+E_g=(E+E_g)^2/(2E)\). That of \(\ln|E-E_g|\) is \(-(E^2+E_g^2)/(2E)+E_g=-(E-E_g)^2/(2E)\). Hence

\[
\boxed{\begin{aligned}
\varepsilon_1=\varepsilon_\infty+\frac{2K}{\pi D(E)}\Big\{&\frac{(E+E_g)^2\ln(E+E_g)-(E-E_g)^2\ln|E-E_g|}{2E}\\
&-\frac{E_g}{2}\ln D(E_g)-(E^2+E_g^2)J_2\\
&+[E_0^4+E_g^2(2\gamma^2-E^2)]J_0+2E_g(E^2-\gamma^2)J_1\Big\}.
\end{aligned}}
\]

The logarithms contain quantities with units, but a change of energy unit cancels. The first group has total coefficient \(2E_g\), and \(D(E_g)\), an energy to the fourth power, supplies \(-4E_g/2\).

## The three moments

Let \(\alpha^2=4E_0^2-C^2\), which is positive under the stated condition on \(C\). Then \(D=q_+q_-\) with

\[
q_\pm=x^2\pm\alpha x+E_0^2=(x\pm\alpha/2)^2+C^2/4 .
\]

Because \(q_++q_-=2(x^2+E_0^2)\), we have \((x^2+E_0^2)/D=\tfrac12(1/q_++1/q_-)\). Each term integrates to an arctangent:

\[
J_2+E_0^2J_0=\frac1C\left[\pi-\arctan\frac{2E_g+\alpha}{C}-\arctan\frac{2E_g-\alpha}{C}\right].
\]

For the difference, note that

\[
\frac{d}{dx}\ln\frac{q_-}{q_+}=\frac{(2x-\alpha)q_+-(2x+\alpha)q_-}{D}=\frac{2\alpha(x^2-E_0^2)}{D}.
\]

The logarithm vanishes at infinity, so

\[
J_2-E_0^2J_0=\frac1{2\alpha}\ln\frac{E_0^2+E_g^2+\alpha E_g}{E_0^2+E_g^2-\alpha E_g}.
\]

Half the sum of these two results is \(J_2\); half their difference, divided by \(E_0^2\), is \(J_0\).

For \(J_1\), set \(u=x^2\), so that \(x\,dx=du/2\). Since \(E_0^4-\gamma^4=C^2E_0^2-C^4/4=(\alpha C/2)^2\), the denominator is \((u-\gamma^2)^2+(\alpha C/2)^2\), and

\[
J_1=\frac1{\alpha C}\left[\frac\pi2-\arctan\frac{2(E_g^2-\gamma^2)}{\alpha C}\right].
\]

## Limits at low energy and at the edge

**Vanishing gap.** For \(E_g\to0\) the two arctangents in the sum cancel and the logarithm in the difference vanishes. Then \(J_2=E_0^2J_0=\pi/(2C)\), and the braces reduce to \(\pi(E_0^2-E^2)/(2C)\). Multiplication by \(2K/(\pi D)\) gives \(AE_0(E_0^2-E^2)/D\), the Lorentz result.

**Static limit.** For \(E\to0\) the first group in the braces is a symmetric difference quotient. It tends to the derivative of \(x^2\ln x\) at \(E_g\), which is \(2E_g\ln E_g+E_g\). The static constant is finite.

**At the gap.** The singular part is \(-(E-E_g)^2\ln|E-E_g|\) times a smooth factor. Both \(\varepsilon_1\) and its slope are finite at the edge, but its curvature grows as

\[
-\frac{2K}{\pi E_gD(E_g)}\ln|E-E_g| .
\]

## High energy and the f-sum

Differentiating \(\ln\varepsilon_2\) gives the local exponent

\[
\begin{aligned}
\frac{d\ln\varepsilon_2}{d\ln E}&=\frac{2E}{E-E_g}-1-\frac{E\,D'(E)}{D(E)}\\
&=-3+\frac{2E_g}{E}+\frac{2E_g^2-4\gamma^2}{E^2}+\dots
\end{aligned}
\]

Thus \(\varepsilon_2\to K/E^3\), as the dimensional argument required. The f-sum integrand is \(E\varepsilon_2=K(E-E_g)^2/D\), which falls as \(K/E^2\), so the sum converges. Expanding the square gives

\[
S=K(J_2-2E_gJ_1+E_g^2J_0).
\]

The amount left above a cutoff \(\Lambda\) follows from \(1/D=E^{-4}(1+2\gamma^2/E^2+\dots)\):

\[
\int_\Lambda^\infty E\varepsilon_2\,dE=\frac K\Lambda-\frac{KE_g}{\Lambda^2}+\frac{K(E_g^2+2\gamma^2)}{3\Lambda^3}+\dots
\]

The next odd moment, \(\int E^3\varepsilon_2\,dE\), has an integrand that tends to \(K\). It diverges as \(K\Lambda\), so the \(E^{-3}\) tail secures the f-sum but not that moment.

The same combination of moments governs \(\varepsilon_1\). At large \(E\) the terms in the braces proportional to \(E^2\) are \(-E^2(J_2+E_g^2J_0-2E_gJ_1)=-E^2S/K\); the rest grows only logarithmically. With \(D\to E^4\),

\[
\varepsilon_1=\varepsilon_\infty-\frac{2S}{\pi E^2}+O\!\left(\frac{\ln E}{E^4}\right).
\]

For comparison, free electrons of density \(N\) obey \(m\ddot x=-e\mathcal E\). Hence \(x=e\mathcal E/(m\omega^2)\), the polarization is \(-Nex\), and \(\varepsilon=1-Ne^2/(\varepsilon_0m\omega^2)\). Matching the \(1/E^2\) terms defines an effective density:

\[
\frac{2S}{\pi}=\frac{\hbar^2e^2N}{\varepsilon_0m}
\]

when \(S\) is in joules squared. This \(N\) counts the strength of the modelled band. If \(\varepsilon_\infty\ne1\), the model misses the vacuum limit and cannot hold at arbitrarily high energy.

## Numbers in the regime of amorphous silicon

I use \(A=120\) eV, \(E_0=3.5\) eV, \(C=2.5\) eV, \(E_g=1.2\) eV and \(\varepsilon_\infty=1.1\). These are rough, rounded values for the five Jellison-Modine parameters, not a fit to a particular film. They give \(K=1050\) eV³, \(\alpha=6.538\) eV, \(\gamma^2=9.125\) eV², \(J_0=0.04280\) eV⁻³, \(J_1=0.14226\) eV⁻² and \(J_2=0.62405\) eV⁻¹.

At 2 eV, \(D=(4-12.25)^2+6.25\times4=93.06\) eV⁴. The groups in the braces, in eV, are:

- logarithms, including \(D(E_g)\): \(0.112\)
- \(J_2\) term: \(-5.44\times0.62405=-3.395\)
- \(J_0\) term: \(170.58\times0.04280=7.301\)
- \(J_1\) term: \(-12.3\times0.14226=-1.750\)

Their sum is 2.269 eV and the prefactor is 7.183 eV⁻¹, so \(\varepsilon_1=1.1+16.295=17.40\). The imaginary part is \(\varepsilon_2=1050\times0.8^2/(2\times93.06)=3.61\). From \((n+ik)^2=\varepsilon\) follow \(n=4.19\) and \(k=0.43\).

At 633 nm the model gives \(n=4.16\), \(k=0.39\) and an absorption coefficient \(4\pi k/\lambda=7.8\times10^4\) cm⁻¹. The intensity falls by a factor \(e\) in 129 nm. The static constant is 11.2, and \(\varepsilon_1\) rises to 13.0 at the gap. It must rise there, because below the gap every contribution \(x\varepsilon_2/(x^2-E^2)\) increases with \(E\). It later falls through zero at 3.94 eV, and it returns through zero near 14.2 eV on its way to \(\varepsilon_\infty\).

The maximum of \(\varepsilon_2\), 20.7, lies at 3.51 eV. At \(E=E_0\) the slope of \(\ln\varepsilon_2\) is \(2/(E_0-E_g)-3/E_0\), which vanishes for \(E_0=3E_g\). Here \(E_0\) is slightly below \(3E_g=3.6\) eV, so the slope is slightly positive and the peak lies just above \(E_0\).

A straight line fitted to \(E\sqrt{\varepsilon_2}\) between 1.6 and 2.2 eV extrapolates to 1.36 eV, not 1.2 eV. The plotted function is \((E-E_g)f\) with \(f=\sqrt{KE/D}\), and \(f\) increases across this window. A least-squares line crosses the curve at least twice in the window. If two crossings lie at \(E_1<E_2\), with \(f_1<f_2\), the slope of the line is \(f_1+(E_2-E_g)(f_2-f_1)/(E_2-E_1)\). This exceeds \(f_1\), the slope of the line from \(E_g\) on the axis to the first crossing, so the fitted line meets the axis above \(E_g\). The parameter \(E_g\) and the gap from such a fit are different quantities.

## Reading the f-sum

The moments give \(S=1050(0.62405-0.34143+0.06163)=361.5\) eV². With \(A\), \(E_0\) and \(C\) held fixed and no gap, the sum would be \(\pi AE_0/2\approx660\) eV². Opening the gap therefore removes almost half the strength, and \(A\) alone does not measure it.

Convergence is slow: 73% of \(S\) lies below 10 eV, 86% below 20 eV and 94% below 50 eV. At 50 eV the tail formula gives \(21.00-0.504+0.055=20.55\) eV², or 5.7% of \(S\), which accounts for the remainder. The local exponent is \(-3.09\) at 10 eV and \(-2.98\) at 100 eV. It passes through \(-3\) because the negative \(1/E^2\) correction dominates at the lower energy and the positive \(2E_g/E\) at the higher.

The band's plasma energy is \(\sqrt{2S/\pi}=15.2\) eV. With a rough atomic density of \(5\times10^{22}\) cm⁻³ this means 3.3 effective electrons per atom, below silicon's four valence electrons. That is a plausibility check on the parameters. It is not a measurement of the electron count, since more than a quarter of \(S\) comes from the assumed tail above 10 eV.

## Independent tests

The closed form was compared with direct principal-value integration for the example and for \((A,E_0,C,E_g)=(60,5,6,2.5)\) and \((30,2,1.5,2.6)\) eV, at energies from 0 to 20 eV including the gap. The largest difference in \(\varepsilon_1\) was \(9\times10^{-15}\).

The imaginary part of the causality relation gives the inverse transform

\[
\varepsilon_2(E)=-\frac{2E}{\pi}P\!\int_0^\infty\frac{\varepsilon_1(x)-\varepsilon_\infty}{x^2-E^2}\,dx .
\]

Applied to the closed form at 0.8, 3 and 5 eV, it returned zero inside the gap and the correct \(\varepsilon_2\) above it, within \(4\times10^{-14}\). Near the edge, the growth of the curvature between energy steps of 0.01 and 0.002 eV was 0.9998 of the logarithmic law.

## The model beside real films

The model index near 4 in the red is of the size known for amorphous silicon. A gap of 1.2 eV suits films with little hydrogen; hydrogenated films have gaps of very roughly 1.7 eV and need other parameters. Real films also break the assumption of a sharp edge, because disorder leaves states in the gap. Take an exponential Urbach tail with a rough energy of 0.05 eV, joined to \(\varepsilon_2\) with equal value and slope at 1.30 eV. Cut it off below 0.5 eV, since an exponential continued to zero energy would make the static integral diverge. The absorption at \(E_g\) becomes about 150 cm⁻¹ instead of zero, while the static constant changes by only 0.0006. That tail energy is typical of good hydrogenated films; films with little hydrogen usually have broader tails, and defects add further absorption. With 0.15 eV the same construction, now joined at 1.49 eV, gives about 1300 cm⁻¹ at \(E_g\) and changes the static constant by 0.014. Leaving out the tail thus hardly affects the static constant here, but it spoils the weak absorption near or below the gap. Both tails join below 1.5 eV, so in the visible they leave \(\varepsilon_2\) unchanged and shift \(n\) by no more than about 0.002; within the model, 100 K of heating matters more there. If 100 K of heating lowers both \(E_g\) and \(E_0\) by a rough 0.04 eV, with \(A\), \(C\) and \(\varepsilon_\infty\) fixed, then at 633 nm \(n\) rises by 0.08 and absorption by 13% of its cold value. The index change depends on what is held fixed: it is 0.07 at fixed \(S\) and 0.10 at fixed \(K\). The same shift gives \(dn/dT\approx6\times10^{-4}\) K⁻¹ at 1550 nm, well above the roughly \(2\times10^{-4}\) K⁻¹ reported for hydrogenated films, so this rigid-shift estimate gives only the sign and the order of magnitude. The numerical output lists the spectrum from 1 to 6 eV.

## Numbers as computed

```
A = 120 eV, E0 = 3.5 eV, C = 2.5 eV, Eg = 1.2 eV
eps_inf = 1.1 (dimensionless)
K = A E0 C = 1050.0 eV^3
alpha = 6.5383 eV
gamma^2 = 9.1250 eV^2
J0 = 0.042800 eV^-3
J1 = 0.142264 eV^-2
J2 = 0.624049 eV^-1
At 2 eV: D = 93.0625 eV^4
At 2 eV: logarithm term in braces = 0.11229 eV
At 2 eV: J2 term in braces = -3.39482 eV
At 2 eV: J0 term in braces = 7.30100 eV
At 2 eV: J1 term in braces = -1.74985 eV
At 2 eV: sum of braces = 2.26861 eV
At 2 eV: prefactor = 7.18282 1/eV
E (eV), eps1, eps2, n, k, absorption (1/cm):
  1.0   12.3148    0.0000  3.5092  0.0000  0.000e+00
  1.5   14.6222    0.5523  3.8246  0.0722  1.098e+04
  2.0   17.3950    3.6105  4.1929  0.4305  8.728e+04
  2.5   18.6810    9.4561  4.4508  1.0623  2.692e+05
  3.0   15.4645   16.9729  4.3833  1.9361  5.887e+05
  3.5    6.9447   20.7282  3.7951  2.7309  9.688e+05
  4.0   -0.7301   18.0427  2.9434  3.0649  1.243e+06
  5.0   -4.9555    9.5115  1.6985  2.8000  1.419e+06
  6.0   -4.1899    5.1099  1.0996  2.3236  1.413e+06
Static eps1(0) = 11.2108
eps1 at the gap = 12.9846
eps2 peak: 20.729 at 3.5088 eV
eps1 crosses zero at 3.9369 eV
633 nm: photon energy = 1.9587 eV
633 nm: n = 4.1648, k = 0.3909
633 nm: absorption = 7.760e+04 1/cm, depth = 128.9 nm
Tauc-plot gap, fit 1.6 to 2.2 eV = 1.3645 eV
Local exponent of eps2 at 10 eV = -3.0936
Local exponent of eps2 at 100 eV = -2.9794
Local exponent of eps2 at 1000 eV = -2.9976
f-sum S: closed = 361.45904, quadrature = 361.45904 eV^2
Fraction of S below 10 eV = 0.7275
Fraction of S below 20 eV = 0.8613
Fraction of S below 50 eV = 0.9431
Fraction of S below 200 eV = 0.9856
Growth rate of third moment / K = 0.99835
Plasma energy of the band = 15.169 eV
Rough atomic density = 5.0e+22 1/cm^3
Effective electrons per atom = 3.338
Urbach energy (rough) = 0.05 eV, tail joins at 1.2978 eV
Tail absorption at Eg = 151.2 1/cm (model: 0)
Tail change of static eps1 = 0.00057
Heating by 100 K at -4.0e-04 eV/K: shift = -0.040 eV
Heating, 633 nm: change of n = +0.0818
Heating, 633 nm: absorption ratio hot/cold = 1.1294
Largest eps1 error, closed form vs quadrature = 8.9e-15
Largest eps2 error, inverse transform = 3.8e-14
Gap curvature growth / logarithmic law = 0.9998
```
